# The ceiling on midplane density in a double-gate Boltzmann film

A thin oxide semiconductor film lies between two identical gates, each separated from it by an insulator. A positive voltage on both gates draws electrons into the film from the source and drain contacts. At low voltage they spread through the whole thickness. At higher voltage they gather at the two surfaces, and the middle of the film receives less and less of what is added. Does the density in the middle keep growing, slowly, or does it stop at some value?

Let the film occupy $-t/2<x<t/2$, with constant permittivity $\varepsilon$. It contains mobile electrons and no other charge: no donors, traps or holes. No current flows across the thickness, so the Fermi level does not depend on $x$. The electrons are taken to be a classical gas, so that their density follows the Boltzmann law $n\propto\exp(e\phi/kT)$ right up to the surfaces, where $\phi$ is the electrostatic potential and $e>0$. The sign in the exponent is positive because an electron has energy $-e\phi$. Under these assumptions the midplane density $n_m=n(0)$ obeys

$$n_m<n_{\max}=\frac{2\pi^2\varepsilon kT}{e^2t^2}$$

at every gate voltage, and it comes as close to $n_{\max}$ as one likes when the voltage is raised.

Measure the potential from the midplane in thermal units, $u=e[\phi(x)-\phi(0)]/kT$, so that $n=n_m e^{u}$. The charge density is $-en$, and Poisson's equation $\phi''=-\rho/\varepsilon$ becomes $\phi''=en/\varepsilon$. Multiplication by $e/kT$ gives

$$u''=Kn_m e^{u},\qquad K=\frac{e^2}{\varepsilon kT}.$$

The constant $K$ has the dimension of a length, and $(Kn)^{-1/2}$ is the Debye length at density $n$. By definition $u(0)=0$. The gates are identical and equally biased, so the potential is even in $x$ and $u'(0)=0$.

Multiply the equation by $u'$. The left side is the derivative of $(u')^2/2$ and the right side is the derivative of $Kn_me^u$. Integration from the midplane gives

$$(u')^2=2Kn_m\left(e^u-1\right).$$

Since $u''>0$, the slope is positive for $x>0$, and the positive root applies there. Now set $w=e^{-u/2}$, which starts from $w(0)=1$ and falls. Its derivative is

$$w'=-\tfrac12 u'w=-\tfrac12\sqrt{2Kn_m}\,w\sqrt{\frac1{w^2}-1}=-\kappa\sqrt{1-w^2},\qquad \kappa=\sqrt{\frac{Kn_m}{2}}.$$

This is satisfied by $w=\cos\kappa x$, and therefore

$$u=-2\ln\cos\kappa x,\qquad n(x)=\frac{n_m}{\cos^2\kappa x}.$$

The first-order equation for $w$ also admits the constant $w=1$, so the choice must be confirmed in the original equation. There $u'=2\kappa\tan\kappa x$ and $u''=2\kappa^2/\cos^2\kappa x=Kn_me^u$, as required, with $u(0)=u'(0)=0$. The right side of the second-order equation is a smooth function of $u$, so these two starting values fix the solution uniquely. The constant $u=0$ is excluded because it would need $n_m=0$.

The density must be finite throughout the film, surfaces included. The cosine first vanishes at $\kappa x=\pi/2$, so this point must lie outside the film:

$$\beta\equiv\frac{\kappa t}{2}<\frac{\pi}{2}.$$

Hence $\kappa^2<\pi^2/t^2$. Inserting $\kappa^2=Kn_m/2$ gives $n_m<2\pi^2/(Kt^2)$, which is the stated bound.

The inequality can be read as a statement about screening. The electrons at the midplane, and those that must accompany them, bend the potential upward on the way to each surface. The more of them there are, the sooner the bending runs away. From $\kappa t=\pi\sqrt{n_m/n_{\max}}$ the divergence would occur at

$$\frac{x}{t}=\frac12\sqrt{\frac{n_{\max}}{n_m}}.$$

A numerical integration of Poisson's equation outward from the midplane tests this. For $n_m/n_{\max}=0.99$ the potential diverges at $x/t=0.5025$, just outside the film. For $1.01$ it diverges at $0.4975$, just inside, and no film of thickness $t$ can hold that state.

It remains to connect $n_m$ with the gates. Let $N$ be the number of electrons per unit area in the whole film. Half of them lie between the midplane and one surface, so integrating $u''=Kn$ over that half gives $u'(t/2)=KN/2$. The solution has $u'(t/2)=2\kappa\tan\beta=(4\beta/t)\tan\beta$. Equating the two,

$$\beta\tan\beta=q,\qquad q=\frac{N}{N_0},\qquad N_0=\frac{8}{Kt}.$$

The left side has derivative $\tan\beta+\beta/\cos^2\beta>0$ and rises from zero to infinity as $\beta$ goes from $0$ to $\pi/2$. Each $N$ therefore has one $\beta$, and a larger $N$ has a larger one. Since $n_m=2\kappa^2/K=8\beta^2/(Kt^2)$,

$$n_m=n_{\max}\left(\frac{2\beta}{\pi}\right)^2,$$

which increases with $N$ and tends to $n_{\max}$ without reaching it.

The surface density $n_s$ follows from the first integral taken at $x=t/2$. There $(KN/2)^2=2K(n_s-n_m)$, so

$$n_s=n_m+\frac{KN^2}{8}.$$

Multiplied by $kT$, this is a balance of pressures. The surface field is $E_s=eN/2\varepsilon$, and $kT(n_s-n_m)=\varepsilon E_s^2/2$: the gas pressure at the surface exceeds that at the midplane by the electrostatic pressure. The surface density has no ceiling in this model.

Strong bias does mean large $N$. With the Fermi level fixed by the contacts, the surface potential is a constant plus $(kT/e)\ln n_s$. Each gate carries the charge $eN/2$ per area, and its insulator, of capacitance $C$ per area, drops the voltage $eN/2C$. The gate voltage is thus

$$V_G=\text{const}+\frac{kT}{e}\ln n_s+\frac{eN}{2C}.$$

Both variable terms increase with $N$. The sum runs from $-\infty$, where $n_s$ vanishes with $N$, to $+\infty$. Every gate voltage therefore corresponds to one finite $N$, and the bound holds for all of them.

Two limits show how the film fills. For $q\ll1$, the expansion $\beta\tan\beta=\beta^2+\beta^4/3+\dots$ gives $\beta^2\approx q-q^2/3$, and

$$n_m=\frac{8\beta^2}{Kt^2}\approx\frac{8q}{Kt^2}\left(1-\frac q3\right)=\frac Nt\left(1-\frac q3\right).$$

The electrons are spread almost evenly, and the relative deficit in the middle, $q/3$, is proportional to the charge. For $q\gg1$, write $\beta=\pi/2-\delta$ with small $\delta$. Then $\tan\beta=\cot\delta\approx1/\delta$, with a relative error of order $\delta^2$, and the condition becomes $(\pi/2-\delta)/\delta\approx q$. Thus $\delta\approx(\pi/2)/(1+q)$ and

$$n_m\approx n_{\max}\left(\frac{q}{1+q}\right)^2.$$

The remaining shortfall is about $2/q$ of the ceiling, so the approach is slow: ten times the charge brings the midplane ten times closer.

The reason for the saturation is already visible at a single surface. Consider a very thick film with one gate that holds $N/2$ electrons per area, and let $z$ be the distance from the gated surface. The density

$$n(z)=\frac{2}{K(z+z_0)^2},\qquad z_0=\frac{4}{KN},$$

solves the problem: $(\ln n)''=2/(z+z_0)^2=Kn$, the field vanishes far away, and the integral of $n$ over all $z>0$ is $2/(Kz_0)=N/2$. More gate charge reduces $z_0$, so the layer becomes thinner and denser, but at a fixed distance $z$ the density can never exceed $2/(Kz^2)$. The new electrons screen the new field close to the surface. At $z=t/2$ this single-gate limit is $8/(Kt^2)$. With two gates it is $2\pi^2/(Kt^2)$, larger by the factor $\pi^2/4\approx2.5$. The factor is not 2, because Poisson's equation with Boltzmann electrons is nonlinear and the two layers do not simply add.

The same saturation holds for the interior as a whole. The number of electrons between the midplane and $x$ is proportional to $u'(x)$, so the central half of the film, $|x|<t/4$, holds the fraction $\tan(\beta/2)/\tan\beta$ of all electrons. Multiplied by $N=N_0\beta\tan\beta$, this gives a sheet density $N_0\beta\tan(\beta/2)$, which stays below $\pi N_0/2$. The fraction tends to zero while the number tends to a constant.

For numbers, take a film of 20 nm at 300 K with a relative permittivity of 10 and an isotropic effective mass of $0.25\,m_e$. These are rough values in the regime of $\mathrm{SnO_2}$. The mass does not enter the bound; it is needed to judge the assumptions. With $kT/e=0.02585$ V,

$$\frac1K=\frac{(8.854\times10^{-11}\ \mathrm{F/m})(0.02585\ \mathrm V)}{1.602\times10^{-19}\ \mathrm C}=1.429\times10^{7}\ \mathrm{m^{-1}},$$

$$n_{\max}=\frac{19.74\times1.429\times10^{7}\ \mathrm{m^{-1}}}{(20\times10^{-9}\ \mathrm m)^2}=7.05\times10^{23}\ \mathrm{m^{-3}}=7.05\times10^{17}\ \mathrm{cm^{-3}}.$$

The sheet density that sets the scale is $N_0=8/(Kt)=5.7\times10^{11}\ \mathrm{cm^{-2}}$.

At $N=10^{12}\ \mathrm{cm^{-2}}$ one has $q=1.75$ and $\beta=1.036$, so that $n_m=(2\times1.036/\pi)^2n_{\max}=0.435\,n_{\max}$, or $3.07\times10^{17}\ \mathrm{cm^{-3}}$. At $3\times10^{12}\ \mathrm{cm^{-2}}$ the midplane density is $5.01\times10^{17}$, and at $10^{13}\ \mathrm{cm^{-2}}$ it is $6.31\times10^{17}\ \mathrm{cm^{-3}}$, or 0.895 of the ceiling. Tenfold charge has only doubled it, while the surface density has risen about 75 times, from $1.18\times10^{18}$ to $8.8\times10^{19}\ \mathrm{cm^{-3}}$. The share of the central half falls from 34 % to 8 %. A separate self-consistent solution of the film at fixed $N$, which does not use the cosine profile, tests the three midplane values and agrees with them to better than 0.1 %. The strong-bias formula is 7 % low at $q=1.75$ and correct to three digits at $q=17.5$.

With gate insulators 10 nm thick and of relative permittivity 9, the step from $10^{12}$ to $10^{13}\ \mathrm{cm^{-2}}$ takes 1.02 V in the Boltzmann model. The degeneracy and confinement discussed below raise this by about 0.14 V. The field in the insulator is then 1.0 MV/cm, below the several MV/cm that good gate oxides roughly withstand. For an assumed barrier of 2 eV and a tunnelling mass of $0.3\,m_e$, the tunnelling probability carries a factor of about $e^{-68}$ at the energy of the band edge at the surface, and about $e^{-62}$ at the Fermi level, which lies some 0.25 eV higher when degeneracy and confinement are included. Both are negligible. To reach 99 % of the ceiling, however, $q$ must be about 200, or $N\approx1.1\times10^{14}\ \mathrm{cm^{-2}}$. The insulator field, proportional to $N$, would be above 11 MV/cm, beyond that rough limit.

The Boltzmann law fails earlier. It requires densities well below the effective density of states of the band, here $N_c=3.1\times10^{18}\ \mathrm{cm^{-3}}$. The midplane meets this condition roughly, since $n_{\max}/N_c=0.22$. At the surfaces $n_s/N_c$ is 0.38, 2.7 and 28 in the three cases, so the condition is marginal in the first and violated in the other two. With Fermi–Dirac statistics in place of the Boltzmann law, and $N$ held fixed, the midplane density rises by 2 %, 10 % and 35 %. In the last case it is $8.5\times10^{17}\ \mathrm{cm^{-3}}$, which is 1.20 times $n_{\max}$. The pressure balance indicates why. The electrostatic pressure is fixed by $N$, and a degenerate gas supplies it at a lower density than a classical one. The surface layers are less compressed, and more electrons are left for the interior.

How thick must a film be for the saturation to develop while the surface stays classical? Put $N=qN_0$ into the surface density: $KN^2/8=8q^2/(Kt^2)$. The demand that this be much less than $N_c$ gives

$$t\gg q\sqrt{\frac{8}{KN_c}}\approx q\times 6.0\ \mathrm{nm}$$

for the present parameters. To reach 90 % of the ceiling takes $q\approx18$, and so a film much thicker than 100 nm. In an ultrathin film with these parameters, the Boltzmann model has left its range before the midplane density levels off.

Confinement adds a further correction. The wave functions vanish at a hard wall, so the density is zero at the surface, where the classical model puts its maximum. A solution of the coupled Schrödinger and Poisson equations with hard walls and Fermi–Dirac occupation gives midplane densities of $4.3\times10^{17}$, $7.6\times10^{17}$ and $1.07\times10^{18}\ \mathrm{cm^{-3}}$. With statistics and confinement together, these are 41 %, 53 % and 70 % above the Boltzmann values at the same $N$, and the last two exceed $n_{\max}$, by 8 % and 52 %. These figures hold for impenetrable walls. A barrier of 2 eV with the barrier mass of $0.3\,m_e$ assumed above would move each wall outward by effectively 0.3 nm and lower the three densities by about 5, 6 and 7 %, which nearly removes the smaller excess; a barrier mass of $0.5\,m_e$ would lower them by 6 to 9 %. Relative to the Fermi–Dirac values without confinement, the increase is about 38 %, 38 % and 26 %. The lowest level of the empty box, 3.8 meV, is far below $kT=25.9$ meV, so a comparison of these two energies gives no warning of a correction of this size.

A length gives a better measure. Near a wall at $z=0$ a free electron of wave number $k$ has a density proportional to $2\sin^2kz=1-\cos2kz$. Averaging over the thermal distribution $\exp(-\hbar^2k^2/2mkT)$, in which the $k$ before $T$ is Boltzmann's constant, gives

$$\frac{n(z)}{n_{\text{bulk}}}=1-e^{-4\pi z^2/\lambda^2},\qquad \lambda=\sqrt{\frac{2\pi\hbar^2}{mkT}}.$$

The missing electrons correspond to an empty layer of width $\int_0^\infty e^{-4\pi z^2/\lambda^2}dz=\lambda/4$. Here $\lambda=8.6$ nm, so each wall removes about 2.15 nm and the film acts as if it were 15.7 nm thick. With that thickness the ceiling becomes $(20/15.7)^2\times7.05\times10^{17}\approx1.14\times10^{18}\ \mathrm{cm^{-3}}$. At $N=10^{12}\ \mathrm{cm^{-2}}$ one finds $q=1.37$, $\beta=0.96$ and $n_m\approx4.3\times10^{17}\ \mathrm{cm^{-3}}$, as in the full solution. The closeness is partly luck, because the estimate ignores the field near the wall, but it identifies the excluded layers as the main cause in the weakly degenerate case. At the higher charges the surface gas is degenerate and the estimate does not apply.

Real oxide films also contain donors. With a uniform density $N_D$ of ionized donors, Poisson's equation reads $u''=K(n-N_D)$. Suppose that $n_m<N_D$. Then $u$ curves downward from the midplane, $n$ falls further, and the slope is still negative at the surface. Gates that accumulate electrons require a positive slope there, so they enforce

$$n_m\ge N_D.$$

A film with $N_D>n_{\max}$ therefore violates the bound. For a gate charge equivalent to $3\times10^{12}\ \mathrm{cm^{-2}}$ and Boltzmann electrons, $10^{17}$ donors per $\mathrm{cm^3}$ raise $n_m$ from $5.0\times10^{17}$ to $5.7\times10^{17}\ \mathrm{cm^{-3}}$, and $10^{18}$ raise it to $1.25\times10^{18}\ \mathrm{cm^{-3}}$. Holes act in the same way. With $np=n_i^2$, where $n_i$ is the intrinsic density, the equation $u''=K(n-p)$ leads by the same argument to $n_m\ge n_i$. For a gap of 3.6 eV and an assumed hole mass of $m_e$, $n_i$ is about $5\times10^{-12}\ \mathrm{cm^{-3}}$, and holes in thermal equilibrium are irrelevant.

In actual $\mathrm{SnO_2}$ channels the absence of donors is also doubtful. Nominally undoped $\mathrm{SnO_2}$ can be n-type, with residual densities that may lie, very roughly, between $10^{17}$ and $10^{19}\ \mathrm{cm^{-3}}$. Near the upper end of that range the donors, and not the ceiling, set the midplane density. In films thinner than 20 nm the excluded layers take a larger share. The material parameters are uncertain too. The permittivity of the crystal depends on direction, and a value of 14 instead of 10 raises $n_{\max}$ in proportion, to $9.9\times10^{17}\ \mathrm{cm^{-3}}$. If the mass is 0.20 $m_e$ along one crystal axis and 0.30 $m_e$ perpendicular to it, the quantum result at $3\times10^{12}\ \mathrm{cm^{-2}}$ is 4 % higher with that axis across the film and 3 % lower with that axis in the plane of the film. Operation at 400 K, with the permittivity unchanged, raises $n_{\max}$ to $9.4\times10^{17}\ \mathrm{cm^{-3}}$.

The scaling with thickness has a practical side, within the classical undoped model. Halving $t$ at fixed temperature and permittivity makes the ceiling four times higher, but it also doubles $N_0$, so twice the gate charge is needed to reach the same fraction of it. The main values are in the numerical output that follows.

## Computed results

```
film thickness: 20 nm; temperature: 300 K
relative permittivity: 10; mass: 0.25 m_e
thermal energy kT: 25.85 meV
ceiling n_max: 7.050e+17 cm^-3 = 7.050e+23 m^-3
sheet scale N0: 5.715e+11 cm^-2
n_m/n_max = 0.50: potential diverges at x/t = 0.7071
n_m/n_max = 0.99: potential diverges at x/t = 0.5025
n_m/n_max = 1.01: potential diverges at x/t = 0.4975
n_m/n_max = 2.00: potential diverges at x/t = 0.3536
--- sheet density N = 1e+12 cm^-2, q = 1.750
beta: 1.0362 rad; n_m/n_max: 0.4351
n_m formula: 3.068e+17 cm^-3
n_m self-consistent Boltzmann: 3.068e+17 cm^-3
strong-bias estimate of n_m: 2.855e+17 cm^-3
n_s: 1.182e+18 cm^-3; n_s/Nc: 0.38
share in central half: 33.8 %
gate voltage above first case: 0.000 V
surface field, film: 0.090 MV/cm; dielectric: 0.101 MV/cm
n_m Fermi-Dirac: 3.133e+17 cm^-3; over n_max: 0.444
n_m Schrodinger-Poisson: 4.313e+17 cm^-3; over n_max: 0.612
--- sheet density N = 3e+12 cm^-2, q = 5.250
beta: 1.3238 rad; n_m/n_max: 0.7102
n_m formula: 5.007e+17 cm^-3
n_m self-consistent Boltzmann: 5.007e+17 cm^-3
strong-bias estimate of n_m: 4.975e+17 cm^-3
n_s: 8.375e+18 cm^-3; n_s/Nc: 2.67
share in central half: 19.6 %
gate voltage above first case: 0.252 V
surface field, film: 0.271 MV/cm; dielectric: 0.302 MV/cm
n_m Fermi-Dirac: 5.522e+17 cm^-3; over n_max: 0.783
n_m Schrodinger-Poisson: 7.645e+17 cm^-3; over n_max: 1.084
--- sheet density N = 1e+13 cm^-2, q = 17.499
beta: 1.4861 rad; n_m/n_max: 0.8950
n_m formula: 6.310e+17 cm^-3
n_m self-consistent Boltzmann: 6.311e+17 cm^-3
strong-bias estimate of n_m: 6.309e+17 cm^-3
n_s: 8.812e+19 cm^-3; n_s/Nc: 28.09
share in central half: 7.8 %
gate voltage above first case: 1.016 V
surface field, film: 0.905 MV/cm; dielectric: 1.005 MV/cm
n_m Fermi-Dirac: 8.489e+17 cm^-3; over n_max: 1.204
n_m Schrodinger-Poisson: 1.073e+18 cm^-3; over n_max: 1.522
--- other neglected effects
band density Nc: 3.137e+18 cm^-3; n_max/Nc: 0.225
thermal wavelength: 8.61 nm; lowest box level: 3.76 meV
quantum n_m at 3e12 cm^-2, normal mass 0.20: 7.952e+17 cm^-3
quantum n_m at 3e12 cm^-2, normal mass 0.30: 7.382e+17 cm^-3
donors 1e+17 cm^-3, gate charge 3e12 cm^-2: n_m = 5.656e+17 cm^-3
donors 1e+18 cm^-3, gate charge 3e12 cm^-2: n_m = 1.251e+18 cm^-3
intrinsic density, gap 3.6 eV: 5.1e-12 cm^-3
n_max with permittivity 14: 9.870e+17 cm^-3
n_max at 400 K: 9.400e+17 cm^-3
gate dielectric: 10 nm, permittivity 9, barrier 2.0 eV, mass 0.3 m_e
tunnelling exponent at 1e13 cm^-2: 68.3 (dimensionless)
```
